\section*{Relaxation and correlation in the ionisation energy of helium}

\section*{Problem}

Three values for the first ionisation energy of helium are

\begin{itemize}
\item Koopmans' value, minus the Hartree--Fock orbital energy: $I_K=0.918$ hartree;
\item the Hartree--Fock Delta-SCF value, the difference of two separately self-consistent total energies: $I_D=0.862$ hartree;
\item the exact value: $I=0.904$ hartree.
\end{itemize}

``Exact'' refers to the non-relativistic Coulomb Hamiltonian with a fixed point nucleus. Relativity, nuclear motion and radiative effects are left out of all three values.

The following energies are also given. For the normalised Hartree--Fock orbital $\varphi$ of neutral helium, the kinetic energy is $T=38.94$ eV, the attraction to the nucleus is $V=-91.83$ eV, and the repulsion between the two electrons is $J=27.91$ eV. The energy of He$^+$ is $-54.42$ eV. The correlated energy of He is $-79.01$ eV.

\begin{enumerate}
\item[(a)] Show that $-\varepsilon$ is the ionisation energy obtained when the orbital is kept frozen.
\item[(b)] Express the differences between $I_K$, $I_D$ and $I$ through a relaxation energy and a correlation energy, and find their signs.
\item[(c)] Evaluate both energies from the data and explain why Koopmans' value is closer to $I$ than the Delta-SCF value.
\item[(d)] How much of the relaxation is a uniform contraction of the orbital?
\item[(e)] Repeat the relaxation calculation by hand with $\varphi\propto e^{-\zeta r}$ for nuclear charge $Z$. Discuss large $Z$ and $Z=1$.
\end{enumerate}

\section*{Solution}

The algebra is in atomic units, with $Z=2$ for helium. Energies are evaluated in eV.

\subsection*{(a) The frozen-orbital ionisation energy}

In the Hartree--Fock ground state both electrons occupy the same real orbital $\varphi$, with opposite spins. The spatial wavefunction is $\varphi(\mathbf r_1)\varphi(\mathbf r_2)$. With
\begin{equation}
\hat h=-\tfrac12\nabla^2-\frac{Z}{r},\qquad
h=\langle\varphi|\hat h|\varphi\rangle=T+V,\qquad
J=\iint\frac{\varphi(\mathbf r_1)^2\varphi(\mathbf r_2)^2}{r_{12}}\,d^3r_1\,d^3r_2,
\end{equation}
its energy is
\begin{equation}
E_{\rm HF}({\rm He})=2h+J .
\end{equation}
To find the orbital equation, change $\varphi$ by $\delta\varphi$. The orbital appears twice in $h$ and four times in $J$, so
\begin{equation}
\delta E=4\langle\delta\varphi|\hat h|\varphi\rangle
+4\langle\delta\varphi|v|\varphi\rangle,\qquad
v(\mathbf r)=\int\frac{\varphi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
Normalisation requires $2\langle\delta\varphi|\varphi\rangle=0$. Imposing it with a multiplier written as $2\varepsilon$ gives
\begin{equation}
(\hat h+v)\varphi=\varepsilon\varphi .
\end{equation}
Multiplying by $\varphi$ and integrating, with $\langle\varphi|v|\varphi\rangle=J$, gives $\varepsilon=h+J$.

Now remove one electron without changing $\varphi$. The remaining electron has energy $h$, and therefore
\begin{equation}
E_{\rm frozen}({\rm He}^+)-E_{\rm HF}({\rm He})
=h-(2h+J)=-(h+J)=-\varepsilon=I_K .
\end{equation}
This is Koopmans' theorem for two electrons. The orbital energy contains the full repulsion $J$ because the departing electron loses its interaction with the one left behind.

\subsection*{(b) The two missing effects}

The frozen orbital was optimised in the presence of a second electron, so it is not the best orbital for He$^+$. Define the relaxation energy
\begin{equation}
R=E_{\rm frozen}({\rm He}^+)-E({\rm He}^+)=h+\frac{Z^2}{2}\ge0 .
\end{equation}
The sign follows from the variational principle: $h$ is the expectation value of the ion's Hamiltonian in a trial orbital, and $-Z^2/2$ is its ground-state energy.

Hartree--Fock theory gives this ion energy exactly. With one electron, the direct self-repulsion is cancelled by the exchange term, leaving $\hat h$ alone. Hence
\begin{equation}
I_D=E({\rm He}^+)-E_{\rm HF}({\rm He})
=\bigl(h-R\bigr)-E_{\rm HF}({\rm He})=I_K-R .
\end{equation}

Define the correlation energy of the neutral atom as
\begin{equation}
E_c=E({\rm He})-E_{\rm HF}({\rm He})\le0 .
\end{equation}
Its sign is again variational, since the Hartree--Fock function is a trial function for the two-electron Hamiltonian. The ion has no correlation energy, so
\begin{equation}
I=E({\rm He}^+)-E({\rm He})
=E({\rm He}^+)-E_{\rm HF}({\rm He})-E_c=I_D+|E_c| .
\end{equation}
Subtracting this from $I_K=I_D+R$ gives
\begin{equation}
I_K-I_D=R,\qquad I-I_D=|E_c|,\qquad I_K-I=R-|E_c| .
\label{eq:balance}
\end{equation}
The two corrections belong to different species. Relaxation lowers the final ion and reduces the ionisation energy; correlation lowers the initial atom and increases it.

\subsection*{(c) The numbers}

The one-electron energy is $h=38.94-91.83=-52.89$ eV. The orbital energy and the Hartree--Fock total energy follow:
\begin{align}
\varepsilon&=-52.89+27.91=-24.98\ {\rm eV},\\
E_{\rm HF}({\rm He})&=2(-52.89)+27.91=-77.87\ {\rm eV}.
\end{align}
The relaxation and correlation energies are
\begin{align}
R&=-52.89-(-54.42)=1.53\ {\rm eV}\quad(0.056\ {\rm hartree}),\\
|E_c|&=-77.87-(-79.01)=1.14\ {\rm eV}\quad(0.042\ {\rm hartree}).
\end{align}
The three ionisation energies in eV are $I_K=24.98$, $I_D=-54.42+77.87=23.45$ and $I=-54.42+79.01=24.59$. Their differences agree with \eqref{eq:balance}:
\begin{align}
I_K-I_D&=24.98-23.45=1.53\ {\rm eV}=R,\\
I-I_D&=24.59-23.45=1.14\ {\rm eV}=|E_c|,\\
I_K-I&=1.53-1.14=0.39\ {\rm eV}\quad(0.014\ {\rm hartree}).
\end{align}

Koopmans' value neglects both effects, and correlation offsets about 75\% of the relaxation error. Delta-SCF includes relaxation but still neglects correlation, so the full 1.14 eV remains as its error. It describes the ion better and yet gives a worse energy difference, because the partial cancellation has been removed.

The correlated energy of He comes from a variational expansion that contains $r_{12}$ explicitly. Going from 22 to 34 terms lowers it by 0.0002 eV, which supports the two decimals used here. A full configuration-interaction calculation in the cc-pV5Z basis lies about 0.015 eV higher, as an upper bound from a finite orbital basis may.

Correlation also shows in the mean repulsion, which falls from 27.91 eV in Hartree--Fock to 25.74 eV in the correlated state. The changes of repulsion, kinetic energy and nuclear attraction add up to
\begin{equation}
-2.17+1.14-0.11=-1.14\ {\rm eV}=E_c .
\end{equation}
The electrons avoid each other more effectively, and about half of the gain in repulsion is paid for in kinetic energy.

\subsection*{(d) Relaxation as contraction}

Replace the orbital by $\varphi_\lambda(\mathbf r)=\lambda^{3/2}\varphi(\lambda\mathbf r)$, which stays normalised and is more compact for $\lambda>1$. Two derivatives give a factor $\lambda^2$ in the kinetic energy, and $1/r$ gives a factor $\lambda$ in the attraction. The ion energy in this orbital is
\begin{equation}
E_+(\lambda)=\lambda^2T+\lambda V .
\end{equation}
Setting $2\lambda T+V=0$ gives
\begin{equation}
\lambda_0=-\frac{V}{2T},\qquad E_+(\lambda_0)=-\frac{V^2}{4T}.
\end{equation}
The energy gained from the frozen value $E_+(1)=T+V$ is
\begin{equation}
G=T+V+\frac{V^2}{4T}=\frac{(2T+V)^2}{4T}.
\label{eq:gain}
\end{equation}

The numerator can be traced to the lost repulsion. Scaling the orbital of the neutral atom gives the energy $2\lambda^2T+\lambda(2V+J)$. The Hartree--Fock orbital is already optimal, so the derivative vanishes at $\lambda=1$:
\begin{equation}
4T+2V+J=0\quad\Rightarrow\quad 2T+V=-\frac J2
\quad\Rightarrow\quad G=\frac{J^2}{16T}.
\end{equation}
Numerically,
\begin{equation}
\lambda_0=\frac{91.83}{2(38.94)}=1.179,\qquad
G=\frac{(27.91)^2}{16(38.94)}=1.25\ {\rm eV}.
\end{equation}
Uniform contraction therefore accounts for $1.25/1.53$, or about 82\%, of the relaxation. The remaining 0.28 eV comes from the change of shape to the hydrogen-like orbital of the ion. With full relaxation the mean radius falls from 0.491 to 0.397 angstrom.

\subsection*{(e) One exponent, by hand}

Take $\varphi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$. Since $|\nabla\varphi|=\zeta\varphi$, the kinetic energy is $\zeta^2/2$. Also
\begin{equation}
\left\langle\frac1r\right\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}\,dr=\zeta,
\qquad\text{so}\qquad h=\frac{\zeta^2}{2}-Z\zeta .
\end{equation}
The potential of the charge cloud $\varphi^2$ is
\begin{equation}
v(r)=\frac1r-\left(\zeta+\frac1r\right)e^{-2\zeta r}.
\end{equation}
Indeed $(rv)''/r=-4\zeta^3e^{-2\zeta r}=-4\pi\varphi^2$, which is Poisson's equation; $v$ is finite at the origin and tends to $1/r$ far away. The repulsion is then
\begin{align}
J&=4\zeta^3\int_0^\infty\left[r e^{-2\zeta r}-\zeta r^2e^{-4\zeta r}-r e^{-4\zeta r}\right]dr\nonumber\\
&=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{32\zeta^2}-\frac1{16\zeta^2}\right]
=\frac{5\zeta}{8}.
\end{align}
The energy of the two-electron atom is $2h+J=\zeta^2-2Z\zeta+5\zeta/8$. It is lowest at $\zeta=Z-5/16$, where it equals $-\zeta^2$. The relaxation energy becomes
\begin{equation}
R=\frac{\zeta^2}{2}-Z\zeta+\frac{Z^2}{2}=\frac{(Z-\zeta)^2}{2}
=\frac12\left(\frac5{16}\right)^2=\frac{25}{512}.
\end{equation}
For helium this is 1.33 eV, against 1.53 eV with the full Hartree--Fock orbital. The frozen-orbital and relaxed ionisation energies are $459/512$ and $217/256$ hartree, that is 24.395 and 23.066 eV. Here the frozen value is the energy difference $-(h+J)$; a single exponential does not solve the Hartree--Fock orbital equation.

For general $Z$ the relaxed value is
\begin{equation}
I_D=-\frac{Z^2}{2}+\zeta^2=\frac{Z^2}{2}-\frac{5Z}{8}+\frac{25}{256}.
\end{equation}
In this model $R$ does not depend on $Z$, while $I_D$ grows as $Z^2/2$. The relative importance of relaxation therefore falls as $1/Z^2$ for large $Z$.

At $Z=1$, the negative hydrogen ion, the relaxed value is $I_D=-7/256$ and the frozen value is $I_D+R=11/512$. Relaxation now decides the sign: the frozen estimate predicts a bound second electron, and the relaxed one does not. Neither includes correlation, so this model cannot settle whether the ion is bound.

\subsection*{Beyond two electrons}

If the ion has several electrons, it has a correlation energy of its own. Let $I_{\rm frozen}$ be the ionisation energy with frozen orbitals, and define $R$ as before, relative to the self-consistent ion. The same subtractions give
\begin{equation}
I_{\rm frozen}-I=R-\bigl(|E_c^{\rm neutral}|-|E_c^{\rm ion}|\bigr).
\end{equation}
The variational principle fixes the sign of each energy separately but not the sign or size of this combination. The closeness of Koopmans' value in helium is thus a numerical result for this atom, and it gives no guarantee for another. The energies used above are listed with further digits in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
1 hartree: 27.21139 eV
1 bohr: 0.529177 angstrom
Hartree-Fock helium
  one-electron energy h = frozen ion energy: -52.891 eV
  repulsion J: 27.913 eV
  orbital energy eps: -24.979 eV
  total energy of He: -77.870 eV
  total energy of He+: -54.423 eV
Correlated helium, Hylleraas expansion
  energy with 7 terms: -79.0062 eV
  energy with 13 terms: -79.0121 eV
  energy with 22 terms: -79.0141 eV
  energy with 34 terms: -79.0143 eV
  full CI energy, cc-pV5Z: -78.999 eV
Main results
  Koopmans I_K: 0.9180 hartree
  Koopmans I_K: 24.979 eV
  Delta-SCF I_D: 0.8617 hartree
  Delta-SCF I_D: 23.448 eV
  correlated I: 0.9037 hartree
  correlated I: 24.592 eV
  relaxation R: 0.0563 hartree
  relaxation R: 1.531 eV
  correlation |E_c|: 0.0420 hartree
  correlation |E_c|: 1.144 eV
  I_K - I = R - |E_c|: 0.0142 hartree
  I_K - I = R - |E_c|: 0.387 eV
  I_D - I: -1.144 eV
  ratio |E_c|/R: 0.747
Relaxation as contraction
  mean radius, He 1s: 0.4907 angstrom
  mean radius, He+ 1s: 0.3969 angstrom
  orbital kinetic energy T: 38.935 eV
  orbital nuclear attraction V: -91.827 eV
  best scale factor: 1.1792
  energy gained by scaling: 1.251 eV
  fraction of R from scaling: 0.817
Correlation: changes from Hartree-Fock to correlated He
  mean repulsion, correlated: 25.737 eV
  change of repulsion: -2.175 eV
  change of kinetic energy: 1.144 eV
  change of nuclear attraction: -0.113 eV
One-exponent model
  exponent zeta: 1.6875 1/bohr
  h: -53.094 eV
  J: 28.700 eV
  total energy of He: -77.489 eV
  frozen-orbital ionisation energy: 24.395 eV
  relaxed ionisation energy: 23.066 eV
  relaxation: 1.329 eV
\end{verbatim}
